# Thickness-Independent Emissivity at the Brewster Angle of a Growing Transparent Film: a program that tests the result

```python
"""
Result under test: a transparent film (index n1) on an opaque absorbing
substrate (complex index n2), seen from gas (index 1) in p polarisation at
theta_B = arctan(n1), has an emissivity independent of film thickness and
equal to that of the bare substrate at the same angle.
Symbols: theta = angle in the gas from the normal; kz = normal wave number in
units of K0 = 2 pi / wavelength; q = kz/n^2 (p, magnetic-field amplitude) or
kz (s, electric-field amplitude); r_ij = (q_i-q_j)/(q_i+q_j).
Time factor exp(-i omega t). Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

WAVELENGTH = 950.0
K0 = 2 * np.pi / WAVELENGTH
N_FILM = 2.0
N_SUB = 3.8 + 0.02j
T_TRUE = 1100.0
C2_OVER_LAMBDA = const.h * const.c / const.k / (WAVELENGTH * 1e-9)
THICK = np.linspace(0.0, 1000.0, 2001)
THETA_B = np.arctan(N_FILM)
DEG = np.pi / 180


def mode(pol, theta, index):
    eps = complex(index) ** 2
    kz = np.sqrt(eps - np.sin(theta) ** 2)
    return kz, (kz / eps if pol == "p" else kz)


def fresnel(pol, theta, index_i, index_j):
    qi, qj = mode(pol, theta, index_i)[1], mode(pol, theta, index_j)[1]
    return (qi - qj) / (qi + qj)


def reflection(pol, theta, layers, substrate=N_SUB):
    """Carry tangential fields up from the substrate; layers top to bottom."""
    u, v = 1.0 + 0j, mode(pol, theta, substrate)[1]
    for index, thickness in reversed(layers):
        kz, q = mode(pol, theta, index)
        beta = K0 * thickness * kz
        c, s = np.cos(beta), np.sin(beta)
        u, v = u * c - 1j * v / q * s, v * c - 1j * q * u * s
    q0 = mode(pol, theta, 1.0)[1]
    return (q0 * u - v) / (q0 * u + v)


def emissivity(pol, theta, layers, substrate=N_SUB):
    return 1 - np.abs(reflection(pol, theta, layers, substrate)) ** 2


def airy(pol, theta, n1, thickness, n2):
    r01, r12 = fresnel(pol, theta, 1.0, n1), fresnel(pol, theta, n1, n2)
    w = r12 * np.exp(2j * K0 * thickness * mode(pol, theta, n1)[0])
    return (r01 + w) / (1 + r01 * w)


def ripple_formula(pol, theta, n1, n2):
    a = abs(fresnel(pol, theta, 1.0, n1))
    b = abs(fresnel(pol, theta, n1, n2))
    return 4 * a * b * (1 - a*a) * (1 - b*b) / (1 - a*a*b*b) ** 2


# Maxwell's equations integrated through the film, against the Airy sum
def ode_reflection(theta, n1, thickness, n2):
    eps, s2 = n1 ** 2, np.sin(theta) ** 2
    start = np.array([1.0 + 0j, mode("p", theta, n2)[1]])
    sol = solve_ivp(lambda z, y: [1j * eps * y[1], 1j * (1 - s2 / eps) * y[0]],
                    (K0 * thickness, 0.0), start, rtol=1e-10, atol=1e-12)
    u, v = sol.y[:, -1]
    q0 = mode("p", theta, 1.0)[1]
    return (q0 * u - v) / (q0 * u + v)


for angle in (40 * DEG, THETA_B):
    for d in (70.0, 430.0):
        assert abs(ode_reflection(angle, N_FILM, d, N_SUB)
                   - airy("p", angle, N_FILM, d, N_SUB)) < 1e-7


# Thermal emission summed over fluctuating currents in the substrate,
# normalised by a thick, almost index-matched absorber (a black body)
def current_emission(pol, theta, n1, thickness, n2):
    q0 = mode(pol, theta, 1.0)[1]
    kz1, q1 = mode(pol, theta, n1)
    kz2, q2 = mode(pol, theta, n2)
    e = np.exp(1j * K0 * thickness * kz1)
    matrix = np.array([[1, -1, -1, 0], [-q2, -q1, q1, 0],
                       [0, e, 1 / e, -1], [0, q1 * e, -q1 / e, -q0]])
    out = np.linalg.solve(matrix, np.array([-1, -q2, 0, 0], complex))[3]
    if pol == "p":
        source = 1 + abs(np.sin(theta) / kz2) ** 2
    else:
        source = 1 / abs(kz2) ** 2
    depth = quad(lambda s: abs(np.exp(1j * kz2 * s)) ** 2,
                 0, 15 / kz2.imag, epsabs=0, epsrel=1e-10)[0]
    return q0.real * abs(out) ** 2 * source * (complex(n2) ** 2).imag * depth


kirchhoff_error = 0.0
for pol in "ps":
    for angle in (30 * DEG, THETA_B):
        black = current_emission(pol, angle, 1.0, 0.0, np.sqrt(1 + 1e-5j))
        for d in (0.0, 90.0, 310.0):
            for n2 in (N_SUB, 3 + 4j):
                direct = current_emission(pol, angle, N_FILM, d, n2) / black
                wanted = emissivity(pol, angle, [(N_FILM, d)], n2)
                kirchhoff_error = max(kirchhoff_error, abs(direct - wanted))
assert kirchhoff_error < 1e-7

# Thickness independence and equality with the bare substrate
for n1 in (1.45, 2.0, 2.4):
    for n2 in (N_SUB, 3 + 4j):
        angle = np.arctan(n1)
        trace = emissivity("p", angle, [(n1, THICK)], n2)
        assert np.ptp(trace) < 1e-12
        assert np.max(abs(trace - emissivity("p", angle, [], n2))) < 1e-12
        assert abs(trace[777] - 1 + abs(fresnel("p", angle, n1, n2))**2) < 1e-12

# A fixed buried layer changes the level but brings no thickness dependence
buried = emissivity("p", THETA_B, [(N_FILM, THICK), (1.45, 30.0)])
assert np.ptp(buried) < 1e-12

# Scan of all angles: one zero for p, none for s
angles = np.arange(0, 89.01, 0.05) * DEG
coarse = THICK[::5]
spans = {pol: np.array([np.ptp(emissivity(pol, t, [(N_FILM, coarse)]))
                        for t in angles]) for pol in "ps"}
best = angles[np.argmin(spans["p"])]
assert abs(best - THETA_B) < 0.05 * DEG
assert spans["p"][abs(angles - THETA_B) > 0.1 * DEG].min() > 1e-3
assert spans["s"].min() > 0.01
for pol in "ps":
    for angle in (0.0, 35 * DEG, 75 * DEG):
        span = np.ptp(emissivity(pol, angle, [(N_FILM, THICK)]))
        assert abs(span - ripple_formula(pol, angle, N_FILM, N_SUB)) < 1e-4

# Substrates with no p reflection at the film-substrate face are not absorbing
t0 = 50 * DEG
kz1 = mode("p", t0, N_FILM)[0].real
roots = np.sort(np.roots([(kz1 / N_FILM**2)**2, -1, np.sin(t0)**2]))
expected = np.sort([N_FILM**2, N_FILM**2 * (np.sin(t0) / kz1)**2])
assert np.allclose(roots, expected, atol=1e-10)

# Sensitivities of the gas-film reflection at the Brewster angle
h = 1e-5
slope_angle = (fresnel("p", THETA_B + h, 1, N_FILM)
               - fresnel("p", THETA_B - h, 1, N_FILM)).real / (2 * h)
slope_index = (fresnel("p", THETA_B, 1, N_FILM + h)
               - fresnel("p", THETA_B, 1, N_FILM - h)).real / (2 * h)
assert abs(slope_angle + (N_FILM**4 - 1) / (2 * N_FILM**3)) < 1e-7
assert abs(slope_index - (N_FILM**2 - 1) / (2 * N_FILM**3)) < 1e-7
b_brewster = abs(fresnel("p", THETA_B, N_FILM, N_SUB))
small = 0.05 * DEG
measured = np.mean([np.ptp(emissivity("p", THETA_B + s, [(N_FILM, THICK)]))
                    for s in (-small, small)])
linear = 4 * abs(slope_angle) * small * b_brewster * (1 - b_brewster**2)
assert abs(measured / linear - 1) < 2e-3


# Pyrometer reading: Wien formula against numerical inversion of Planck's law
def planck(temperature):
    return 1 / np.expm1(C2_OVER_LAMBDA / temperature)


def apparent(eps, eps_set):
    return 1 / (1 / T_TRUE - np.log(eps / eps_set) / C2_OVER_LAMBDA)


for ratio in (0.7, 1.5):
    exact = brentq(lambda t: planck(t) - ratio * planck(T_TRUE), 800, 1500)
    assert abs(exact - apparent(ratio, 1.0)) < 0.01

eps_b = emissivity("p", THETA_B, [])
eps_n = emissivity("p", 0.0, [])


def span_kelvin(trace):
    return np.ptp(apparent(trace, eps_b))


# Neglected effects for the example's own numbers
tilt = emissivity("p", THETA_B + 1 * DEG, [(N_FILM, THICK)])
wrong_index = emissivity("p", THETA_B, [(N_FILM + 0.05, THICK)])
s_trace = emissivity("s", THETA_B, [(N_FILM, THICK)])
leak = 0.99 * emissivity("p", THETA_B, [(N_FILM, THICK)]) + 0.01 * s_trace
n_rough = np.sqrt((1 + N_FILM**2) / 2)
rough = emissivity("p", THETA_B, [(n_rough, 5.0), (N_FILM, THICK)])
KAPPA = 1e-3
absorbing = emissivity("p", THETA_B, [(N_FILM + 1j * KAPPA, THICK)])
cos_film = mode("p", THETA_B, N_FILM)[0].real / N_FILM
decay = 1 - b_brewster**2 * np.exp(-4 * K0 * KAPPA * THICK / cos_film)
assert np.max(abs(absorbing - decay)) < 2e-4
assert absorbing[-1] - absorbing[0] > 1e-3


def cone_trace(half_angle):
    """Average over a round acceptance cone behind one fixed polariser."""
    st, ct = np.sin(THETA_B), np.cos(THETA_B)
    axis = np.array([ct, 0, -st])
    total, count = 0, 0
    for i in range(8):
        radius = np.tan(half_angle) * np.sqrt((i + 0.5) / 8)
        for phi in 2 * np.pi * (np.arange(24) + 0.5) / 24:
            ray = np.array([st, 0, ct]) + radius * np.cos(phi) * axis
            ray = ray + radius * np.sin(phi) * np.array([0, 1, 0])
            ray /= np.linalg.norm(ray)
            s_dir = np.array([-ray[1], ray[0], 0]) / np.hypot(ray[0], ray[1])
            p_dir = np.cross(s_dir, ray)
            wp, ws = (p_dir @ axis) ** 2, (s_dir @ axis) ** 2
            theta = np.arccos(ray[2])
            total = total + (wp * emissivity("p", theta, [(N_FILM, THICK)])
                             + ws * emissivity("s", theta, [(N_FILM, THICK)])
                             ) / (wp + ws)
            count += 1
    return total / count


cone = cone_trace(2 * DEG)
eps_drift = emissivity("p", THETA_B, [], N_SUB + 0.05)
LAMP_T, LAMP_FRACTION = 2500.0, 1e-4
lamp = eps_b + (1 - eps_b) * LAMP_FRACTION * planck(LAMP_T) / planck(T_TRUE)
film_drop = const.sigma * T_TRUE**4 * THICK[-1] * 1e-9 / 1.0
normal = emissivity("p", 0.0, [(N_FILM, THICK)])
brewster = emissivity("p", THETA_B, [(N_FILM, THICK)])
t_normal = apparent(normal, eps_n)

print(f"wavelength = {WAVELENGTH:.0f} nm; true temperature = {T_TRUE:.0f} K")
print(f"film index = {N_FILM:.2f}; substrate index = {N_SUB:.2f}")
print(f"largest film thickness = {THICK[-1]:.0f} nm")
print(f"Brewster angle = {THETA_B/DEG:.3f} deg")
print(f"angle inside film = {np.arccos(cos_film)/DEG:.3f} deg")
print(f"angle of least p ripple in scan = {best/DEG:.2f} deg (step 0.05)")
print(f"thickness period, normal view = {WAVELENGTH/2/N_FILM:.1f} nm")
print(f"thickness period, Brewster = {WAVELENGTH/2/N_FILM/cos_film:.1f} nm")
print(f"normal view |r01| = {abs(fresnel('p', 0, 1, N_FILM)):.4f}")
print(f"normal view |r12| = {abs(fresnel('p', 0, N_FILM, N_SUB)):.4f}")
print(f"Brewster p |r12| = {b_brewster:.4f}; squared = {b_brewster**2:.4f}")
print(f"bare emissivity: normal = {eps_n:.4f}; Brewster p = {eps_b:.4f}")
print(f"normal emissivity range = {normal.min():.4f} to {normal.max():.4f}")
print(f"Brewster s range = {s_trace.min():.4f} to {s_trace.max():.4f}")
print(f"Brewster p peak-to-peak emissivity = {np.ptp(brewster):.0e}")
print(f"with 30 nm buried layer (index 1.45): p emissivity = {buried[0]:.4f}")
print(f"largest current-sum minus (1-R) = {kirchhoff_error:.0e}")
print(f"c2/wavelength = {C2_OVER_LAMBDA:.1f} K")
print(f"T^2 wavelength/c2 = {T_TRUE**2/C2_OVER_LAMBDA:.2f} K per unit log")
print("thickness nm | eps normal | eps Brewster p | T normal K | T Brewster K")
for d in (0, 50, 100, 150, 200, 250):
    i = int(np.argmin(abs(THICK - d)))
    print(f"{d:4d} | {normal[i]:.4f} | {brewster[i]:.4f} | "
          f"{t_normal[i]:.2f} | {apparent(brewster[i], eps_b):.2f}")
print(f"normal-view peak-to-peak reading = {np.ptp(t_normal):.2f} K")
print(f"dr01/dtheta at Brewster = {slope_angle:.4f} per rad")
print(f"dr01/dn1 at Brewster = {slope_index:.4f}")
print("Neglected effects in Brewster view (peak-to-peak over thickness):")
print(f"aim error or tilt 1 deg: {span_kelvin(tilt):.2f} K")
print(f"film index higher by 0.05: {span_kelvin(wrong_index):.2f} K")
print(f"cone of half-angle 2 deg: {span_kelvin(cone):.3f} K")
print(f"1 % s-polarised leakage: {span_kelvin(leak):.2f} K")
print(f"5 nm half-dense rough layer: {span_kelvin(rough):.2f} K")
print(f"film kappa = {KAPPA:.0e}: {span_kelvin(absorbing):.2f} K")
print("Constant offsets and other sizes:")
print(f"substrate index up 0.05: {apparent(eps_drift, eps_b)-T_TRUE:+.2f} K")
print(f"reflected lamp, {LAMP_T:.0f} K, fraction {LAMP_FRACTION:.0e}: "
      f"{apparent(lamp, eps_b)-T_TRUE:+.2f} K")
print(f"drop across film (1 W/m/K, black-body flux): {film_drop:.3f} K")
print(f"substrate absorption depth = {1/(2*K0*N_SUB.imag)/1000:.2f} um")
print(f"optical depth of 0.7 mm wafer = {2*K0*N_SUB.imag*0.7e6:.0f}")
print("checks complete")
```

Printed output:

```
wavelength = 950 nm; true temperature = 1100 K
film index = 2.00; substrate index = 3.80+0.02j
largest film thickness = 1000 nm
Brewster angle = 63.435 deg
angle inside film = 26.565 deg
angle of least p ripple in scan = 63.45 deg (step 0.05)
thickness period, normal view = 237.5 nm
thickness period, Brewster = 265.5 nm
normal view |r01| = 0.3333
normal view |r12| = 0.3104
Brewster p |r12| = 0.2724; squared = 0.0742
bare emissivity: normal = 0.6597; Brewster p = 0.9258
normal emissivity range = 0.6597 to 0.9993
Brewster s range = 0.3854 to 0.8982
Brewster p peak-to-peak emissivity = 3e-16
with 30 nm buried layer (index 1.45): p emissivity = 0.9187
largest current-sum minus (1-R) = 1e-10
c2/wavelength = 15145.0 K
T^2 wavelength/c2 = 79.89 K per unit log
thickness nm | eps normal | eps Brewster p | T normal K | T Brewster K
   0 | 0.6597 | 0.9258 | 1100.00 | 1100.00
  50 | 0.7578 | 0.9258 | 1111.19 | 1100.00
 100 | 0.9701 | 0.9258 | 1131.70 | 1100.00
 150 | 0.9215 | 0.9258 | 1127.36 | 1100.00
 200 | 0.7139 | 0.9258 | 1106.34 | 1100.00
 250 | 0.6661 | 0.9258 | 1100.77 | 1100.00
normal-view peak-to-peak reading = 34.21 K
dr01/dtheta at Brewster = -0.9375 per rad
dr01/dn1 at Brewster = 0.1875
Neglected effects in Brewster view (peak-to-peak over thickness):
aim error or tilt 1 deg: 1.45 K
film index higher by 0.05: 0.79 K
cone of half-angle 2 deg: 0.076 K
1 % s-polarised leakage: 0.44 K
5 nm half-dense rough layer: 0.58 K
film kappa = 1e-03: 0.20 K
Constant offsets and other sizes:
substrate index up 0.05: -0.27 K
reflected lamp, 2500 K, fraction 1e-04: +1.42 K
drop across film (1 W/m/K, black-body flux): 0.083 K
substrate absorption depth = 3.78 um
optical depth of 0.7 mm wafer = 185
checks complete
```
